# Uncontracted Multireference Møller–Plesset Energy and the Removal of Intruder Poles

**Q.** Ordinary Møller–Plesset theory starts from one determinant, which is an eigenfunction of a sum of orbital energies. Your reference is a combination of several determinants. What is the unperturbed problem?

**A.** First the reference. I use Hartree atomic units and real functions. The orbitals are divided into core, active and virtual ones. The complete active space (CAS) contains every determinant $|A\rangle$ in which the core is doubly occupied, the virtuals are empty and the active electrons are distributed in any way. Diagonalizing $H$ inside this space gives orthonormal states $|\beta\rangle$. One of them is the reference,

$$|\alpha\rangle=\sum_A C_A|A\rangle,\qquad \langle\beta|H|\alpha\rangle=E_{\rm CAS}\,\delta_{\beta\alpha}. \tag{1}$$

It is not an eigenstate of the full $H$: acting on it, $H$ also produces determinants $|I\rangle$ outside the CAS.

Orbital energies come from the spin-summed one-particle density $D$ of $\alpha$:

$$F_{pq}=h_{pq}+\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|sq)\right],\qquad \varepsilon_p=F_{pp}. \tag{2}$$

Rotations within the core, active or virtual set leave the CAS unchanged, so I use them to make $F$ diagonal inside each set. Elements of $F$ between different sets need not vanish; they go into the perturbation.

**Q.** Even so, $\sum_p\varepsilon_p n_p$, with $n_p$ the occupation-number operators, does not have $\alpha$ as an eigenfunction. The determinants $2s^2$ and $2p^2$ have different orbital-energy sums.

**A.** That is why the operator has to be projected. Define

$$E^0_\beta=\sum_p\varepsilon_p\langle\beta|n_p|\beta\rangle,\qquad E^0_I=\sum_p\varepsilon_p n_p(I), \tag{3}$$

$$H_0=\sum_\beta|\beta\rangle E^0_\beta\langle\beta|+\sum_I|I\rangle E^0_I\langle I|,\qquad V=H-H_0. \tag{4}$$

The states $\beta$ and the determinants $I$ together form an orthonormal basis, so $H_0|\alpha\rangle=E^0_\alpha|\alpha\rangle$ by construction. The zeroth and first orders add up to

$$E^0_\alpha+\langle\alpha|V|\alpha\rangle=\langle\alpha|H|\alpha\rangle=E_{\rm CAS}. \tag{5}$$

The first correction to the CAS energy is therefore of second order.

**Q.** Derive that correction. I don't want to accept a denominator whose sign I have not traced.

**A.** Let $\lambda$ multiply $V$, and write $\psi=\alpha+\lambda\psi_1+\lambda^2\psi_2+\dots$ with $\langle\alpha|\psi_n\rangle=0$ for $n\ge1$. The terms of first and second order in $(H_0+\lambda V)\psi=E\psi$ are

$$(H_0-E^0_\alpha)\psi_1=(E_1-V)\alpha, \tag{6}$$
$$(H_0-E^0_\alpha)\psi_2+(V-E_1)\psi_1=E_2\,\alpha. \tag{7}$$

Expand $\psi_1=\sum_{k\ne\alpha}a_k|k\rangle$ in eigenstates of $H_0$ and project (6) on $\langle k|$. The $E_1$ term drops out by orthogonality:

$$(E^0_k-E^0_\alpha)a_k=-\langle k|V|\alpha\rangle
\;\Rightarrow\;a_k=\frac{\langle k|V|\alpha\rangle}{E^0_\alpha-E^0_k}. \tag{8}$$

Now project (7) on $\langle\alpha|$. The first term vanishes because $H_0$ acts to the left on its eigenstate, and $E_1\langle\alpha|\psi_1\rangle=0$. What remains is

$$E_2=\langle\alpha|V|\psi_1\rangle=\sum_{k\ne\alpha}\frac{|\langle k|V|\alpha\rangle|^2}{E^0_\alpha-E^0_k}. \tag{9}$$

If $k$ is another CAS state $\beta$, both $H$ and $H_0$ have zero matrix element with $\alpha$, so it contributes nothing. If $k$ is an external determinant, $H_0$ does not connect it to $\alpha$, so $\langle I|V|\alpha\rangle=\langle I|H|\alpha\rangle\equiv V_I$. Hence

$$E_2=\sum_I\frac{V_I^2}{\Delta_I},\qquad \Delta_I=E^0_\alpha-E^0_I. \tag{10}$$

This is Hirao's formula. It is normally used with orbitals optimized for the CAS energy (CASSCF); the example below keeps Hartree–Fock orbitals. A negative $\Delta_I$, with the external determinant above the reference, lowers the energy. Take $\Delta_I\ne0$ for every external $I$, coupled or not: an uncoupled $I$ with $\Delta_I=0$ and $\langle I|H|I\rangle=E_{\rm CAS}$ could still mix with $\alpha$ at second order through a third determinant. One more condition is then needed: no other CAS state $\beta$ of the same symmetry may share both its $E^0$ and its CAS energy with $\alpha$. If only $E^0_\beta=E^0_\alpha$, $V$ still has no element between the two states and its diagonal elements differ by the difference of their CAS energies, so the degeneracy is lifted at first order and (10) stands. If the CAS energies agree as well, the two states can mix through the external space at second order, and (10) need not be the second-order energy.

**Q.** What does "uncontracted" refer to? I see a plain sum over states.

**A.** It refers to the freedom in $\psi_1$. Inserting (1) gives

$$E_2=\sum_{AB}C_AC_B\sum_I\frac{\langle A|H|I\rangle\langle I|H|B\rangle}{\Delta_I}. \tag{11}$$

Each $I$ has its own amplitude $a_I=V_I/\Delta_I$. A contracted theory would instead apply excitation operators to the whole of $\alpha$, which ties together the amplitudes of determinants reached from different $A$. Since $H$ contains at most two-electron operators, $I$ contributes only if it is a single or double excitation of some CAS determinant.

**Q.** Single determinants are not spin eigenfunctions. Does the answer depend on whether you sum over them or over spin-adapted functions?

**A.** No. $E^0_I$ depends only on spatial occupations, so all determinants of one configuration share one denominator. An orthogonal matrix $T$ that makes spin functions of them changes the couplings to $V_\mu=\sum_I T_{\mu I}V_I$, and $\sum_\mu V_\mu^2=\sum_I V_I^2$ because $T^{\rm T}T=1$.

**Q.** Does it at least reduce to the familiar theory?

**A.** Let the CAS contain one closed-shell Hartree–Fock determinant. Then $F$ is the usual Fock operator, single excitations have zero coupling by Brillouin's theorem, and a double excitation from spin orbitals $i,j$ to $a,b$ has $V_I=\langle ij||ab\rangle$ up to a sign. Equation (10) becomes

$$E_2=\sum_{i<j,\,a<b}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}, \tag{12}$$

which is MP2. For the Be atom in the small basis described below, with $\zeta=0.5$ bohr$^{-2}$, the general sum and a separate MP2 calculation both give $-0.026175$ hartree.

**Q.** In MP2 with a normal gap between occupied and empty orbitals, the denominators stay negative. Why should yours ever vanish?

**A.** Suppose $I$ is reached from the CAS determinant $B$ by moving electrons from $i,j$ to $a,b$. Then $E^0_I=E^0_B+\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, and

$$\Delta_I=(\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b)+(E^0_\alpha-E^0_B). \tag{13}$$

Two things are new. An active orbital can be emptied in one determinant and filled in another, so $a$ may lie below $i$. There is also a second bracket, since $\alpha$ has an average energy that no single $B$ need share. For an excited reference, an external determinant can then lie at or below $E^0_\alpha$. It is called an intruder when its $\Delta_I$ is small.

**Q.** Show me one in an atom, with numbers.

**A.** Take Be in the STO-6G basis plus one $s$ Gaussian of exponent $\zeta$. The orbitals come from a ground-state restricted Hartree–Fock calculation, and two electrons are active in $2s,2p$. The reference is the upper $^1S$ state, mainly $2p^2$. The added function gives the basis a third $s$ orbital, so there is one virtual orbital, $3s$. The function mixes into $2s$ as well as $3s$; changing $\zeta$ alters both orbitals and moves the energy of $3s$. At $\zeta=0.045779$ bohr$^{-2}$ the orbital energies in hartree are

$$\varepsilon_{1s}=-4.54664,\quad \varepsilon_{2s}=-0.00128,\quad \varepsilon_{2p}=0.15443,\quad \varepsilon_{3s}=0.28642 .$$

The reference has occupation 0.15236 in $2s$ and 0.61588 in each of the three $2p$ orbitals, so

$$E^0_\alpha=2(-4.54664)+0.15236(-0.00128)+3(0.61588)(0.15443)=-8.80814 .$$

The external configuration $1s^22s3s$ has

$$E^0_I=2(-4.54664)-0.00128+0.28642=-8.80814 .$$

They coincide. Equation (13) shows how, taking $B=2p^2$. The orbital bracket is $2(0.15443)+0.00128-0.28642=0.02372$. Since $E^0_B=-9.09328+0.30886=-8.78442$, the second bracket is $-8.80814+8.78442=-0.02372$.

The coupling does not vanish. Each of the two $2s3s$ determinants has $|V_I|=0.054441$, with equal signs when all spin-up orbitals are written before the spin-down ones, so the squares add up to $2(0.054441)^2=0.005928$ hartree$^2$. In spin-adapted language, the singlet has all of this and the triplet none. This coupling depends on the orbitals. Rotating $2s\to2s+\theta\,3s$ adds $\theta\sqrt2\,C_{2s^2}$ times the $2s3s$ singlet to $\alpha$, so $dE_{\rm CAS}/d\theta=2\sqrt2\,C_{2s^2}V$, with $V$ the singlet coupling. It is nonzero here because the orbitals were optimized for the ground state. It would vanish for orbitals that make the energy of $\alpha$ stationary, though such orbitals need not give a better reference. An exponent 0.01% below the unrounded pole position, $\zeta=0.04577856$ bohr$^{-2}$, gives $E_2=+225.5$ hartree, and one 0.01% above it gives $-225.5$ hartree.

**Q.** Perhaps the atom in that basis really has some dramatic feature there.

**A.** The eigenvalues of $H$ are finite, and $H$ does not depend on how it is split into $H_0$ and $V$. The divergence belongs to the expansion. A model of two states, with the reference at zero, the intruder at $-\Delta$ and coupling $v$, shows this. Its eigenvalues obey $x(x+\Delta)=v^2$, and the one that tends to zero with $v$ is

$$x=\frac{\Delta}{2}\left(-1+\sqrt{1+\frac{4v^2}{\Delta^2}}\right)
=\frac{v^2}{\Delta}-\frac{v^4}{\Delta^3}+\dots \tag{14}$$

The series converges for $|\Delta|>2|v|$, but $x$ itself stays finite and tends to $\pm|v|$ as $\Delta\to0^\pm$. Second-order theory keeps $v^2/\Delta$ where it no longer represents $x$. With $v^2=0.005928$, $|v|=0.077$ hartree, and this model would need $|\Delta|>0.154$ hartree. The model has no diagonal part of $V$: it takes the zeroth-order gap to be also the gap between the diagonal elements of $H$. In the atom $\langle I|V|I\rangle$ and $\langle\alpha|V|\alpha\rangle$ need not be equal, so $\Delta_I=0$ need not be a degeneracy of those elements, and the model illustrates the failure of the series without predicting the atomic energy.

**Q.** Then you propose to replace $\Delta$ by $\Delta+b/\Delta$. That looks like editing the formula until it behaves.

**A.** It follows from another choice of $H_0$. Let $b>0$ be a constant in hartree$^2$, and let every $\Delta_I$ be nonzero for now. Define

$$H_0'=H_0-\sum_I|I\rangle\frac{b}{\Delta_I}\langle I|,\qquad V'=H-H_0'. \tag{15}$$

The added operator is diagonal and acts outside the CAS. So $\alpha$ remains an eigenstate with energy $E^0_\alpha$, the first-order energy is unchanged, and $\langle I|V'|\alpha\rangle=V_I$. The external energy becomes $E^0_I-b/\Delta_I$, which gives

$$\Delta_I'=E^0_\alpha-\left(E^0_I-\frac{b}{\Delta_I}\right)=\Delta_I+\frac{b}{\Delta_I}. \tag{16}$$

The signs matter here. If $I$ lies below the reference, $\Delta_I>0$ and it is pushed further down. If it lies above, it is pushed further up. The shift repels it from the reference on either side. The derivation of (10) applies again:

$$E_2^{\rm ISA}=\sum_I\frac{V_I^2}{\Delta_I+b/\Delta_I}=\sum_I\frac{V_I^2\,\Delta_I}{\Delta_I^2+b}. \tag{17}$$

ISA stands for intruder-state avoidance. The total Hamiltonian is still $H$; the division between second and higher orders has changed.

Both (10) and (17) were tested against their definition. Half the second derivative with respect to $\lambda$ of the eigenvalue of $H_0+\lambda V$, or of $H_0'+\lambda V'$, was computed numerically. At $\zeta=0.03$ bohr$^{-2}$ it gives 0.0418932 and 0.0100140 hartree, and the sums agree to all these digits.

**Q.** Your shift $b/\Delta$ is itself infinite at $\Delta=0$, exactly where you need it.

**A.** At that point (15) is undefined, and (17) is used as a limit. The limit is the same from both sides, because

$$g(\Delta)=\frac{\Delta}{\Delta^2+b}=\frac{\Delta}{(\Delta+i\sqrt b)(\Delta-i\sqrt b)} \tag{18}$$

is smooth for all real $\Delta$. The pole at zero has been replaced by two poles on the imaginary axis. Differentiating,

$$g'(\Delta)=\frac{(\Delta^2+b)-2\Delta^2}{(\Delta^2+b)^2}=\frac{b-\Delta^2}{(\Delta^2+b)^2}. \tag{19}$$

So $g$ passes through zero with slope $1/b$, and its extrema lie at $\Delta=\pm\sqrt b$, where $|g|=\sqrt b/(2b)=1/(2\sqrt b)$. For $b=0.02$ hartree$^2$ this is 3.536 hartree$^{-1}$ at $|\Delta|=0.141$ hartree. With the squared coupling found above, the $2s3s$ configuration can contribute at most $0.005928\times3.536=0.021$ hartree in magnitude.

Across the pole, where the bare energy jumped by 451 hartree, the ISA energy changes from $-0.009191$ to $-0.009206$ hartree. A second pole, where $3s^2$ becomes degenerate with the reference near $\zeta=0.0217$ bohr$^{-2}$, is removed in the same way.

**Q.** What does this cost for the healthy terms? I have heard that the error is of order $b/\Delta^2$.

**A.** That is the relative error of one term when $\Delta^2\gg b$. The change in the term is

$$\frac{V_I^2}{\Delta_I}-\frac{V_I^2\Delta_I}{\Delta_I^2+b}
=V_I^2\,\frac{\Delta_I^2+b-\Delta_I^2}{\Delta_I(\Delta_I^2+b)}
=\frac{V_I^2}{\Delta_I}\,\frac{b}{\Delta_I^2+b}. \tag{20}$$

Relative to the bare term this is

$$\frac{b}{\Delta_I^2+b}=\frac{b}{\Delta_I^2}-\frac{b^2}{\Delta_I^4}+\dots, \tag{21}$$

where the expansion requires $\Delta_I^2>b$. The absolute change is of order $V_I^2b/|\Delta_I|^3$. For $b=0.02$ hartree$^2$, the relative change is 2.0% at $|\Delta|=1$ hartree and 7.4% at 0.5 hartree. At 0.1 hartree it is 67%, while $b/\Delta^2=2$ is no longer an estimate of anything.

**Q.** I need the error of the total energy, not of one term.

**A.** Summing (20) with its sign gives

$$E_2^{\rm ISA}-E_2=-\sum_I\frac{V_I^2\,b}{\Delta_I(\Delta_I^2+b)}. \tag{22}$$

Suppose all coupled $\Delta_I$ have one sign. Then $|E_2|=\sum_I V_I^2/|\Delta_I|$, with no cancellation. The factor $b/(\Delta_I^2+b)$ is largest for the smallest gap $\Delta_{\min}=\min|\Delta_I|$, so

$$\frac{|E_2^{\rm ISA}-E_2|}{|E_2|}\le\frac{b}{\Delta_{\min}^2+b}. \tag{23}$$

The Be ground state at $\zeta=0.045779$ bohr$^{-2}$ is such a case. All its coupled gaps are negative, and the smallest magnitude is 0.441 hartree. The bound is $0.02/(0.441^2+0.02)=9.3\%$. The energies are $E_2=-0.00291$ hartree ($-0.0791$ eV) and $E_2^{\rm ISA}=-0.00277$ hartree ($-0.0755$ eV), a relative change of 4.6%.

With gaps of both signs the bound is lost, because bare terms can cancel while their errors do not. For the upper state at $\zeta=0.0275$ bohr$^{-2}$, the $2s3s$ and $3s^2$ gaps are $+0.103$ and $-0.071$ hartree. Equation (21) says that ISA removes 65% of the first contribution and 80% of the second. The sum falls from 0.0262 to 0.0120 hartree. No pole is being crossed there, but both gaps lie within $\sqrt b$ of zero. That fall, 54% of the bare sum, still happens to lie inside (23), which would allow about 80% here. The bound fails outright at $\zeta=0.0435$ bohr$^{-2}$, with gaps $+0.013$ and $-0.261$ hartree: the sum goes from $+0.439$ to $-0.005$ hartree, a change of 101% of the bare value, while the right side of (23) is always below one.

**Q.** So at the pole ISA gives a finite number. Is it the right one?

**A.** No. At $\Delta=0$ the term is zero, whereas the two-state model gives a shift of $\pm|v|$. The relation is seen by expanding (17) for one term:

$$\frac{v^2\Delta}{\Delta^2+b}=\frac{v^2}{\Delta}-\frac{v^2b}{\Delta^3}+\dots \tag{24}$$

Compared with (14), $b$ stands where the model has $v^2$. ISA thus damps in the right direction, but with one constant for all couplings. Close to degeneracy it removes the interaction instead of solving for it.

Full configuration interaction (FCI) in the same basis shows the consequence. I compare with the FCI state of largest overlap with $\alpha$. At $\zeta=0.0453$ bohr$^{-2}$, just below the pole, it lies 0.037 hartree above the CAS energy, while ISA predicts a lowering of 0.008 hartree. Just above the pole, at 0.0462 bohr$^{-2}$, the FCI shift is $+0.038$ hartree, so it passes the pole smoothly and does not show the $\pm|v|$ of the two-state model either. The squared overlap at 0.0453 bohr$^{-2}$ is only 0.705, so the reference itself is inadequate. Between $\zeta=0.0549$ and 0.0732 bohr$^{-2}$ the FCI shift jumps from $+0.047$ to $-0.070$ hartree, with squared overlaps of 0.622 and 0.605. I read this as the largest weight passing from one root to another, though the roots were not followed continuously.

At $\zeta=0.114$ bohr$^{-2}$ the situation is healthy. The $2s3s$ gap is $-0.65$ hartree and the squared overlap is 0.98. The FCI shift is $-0.0130$ hartree, the bare energy $-0.0100$ and the ISA energy $-0.0098$. FCI here is a standard for this tiny basis, not for the real atom: there are no $d$ functions and no second $p$ shell. All the Be numbers are tied to this basis: with STO-3G in place of STO-6G the pole moves from 0.0458 to 0.0489 bohr$^{-2}$, and the ground-state $E_2$ at the pole from $-0.00291$ to $-0.00271$ hartree.

**Q.** Could a better choice of $b$ repair the result at the pole?

**A.** At the pole, raising $b$ from 0.005 to 0.04 hartree$^2$ changes $E_2^{\rm ISA}$ from $-0.0106$ to $-0.0079$ hartree. The $2s3s$ term is zero for every one of these values, so the variation comes from damping the other terms. As $b\to0$ with $\Delta=0$ held fixed, the energy tends to the bare sum without $2s3s$, $-0.0111$ hartree. As $b\to0$ at fixed $\Delta\ne0$, the term returns to $V^2/\Delta$. The two limits do not commute, and neither supplies the missing mixing.

**Q.** When would you trust the method, then?

**A.** When the small denominators belong to weakly coupled determinants. An intruder with $V_I^2=10^{-6}$ hartree$^2$ contributes at most $3.5\times10^{-6}$ hartree for $b=0.02$ hartree$^2$, and in the two-state model its true shift at degeneracy is at most $10^{-3}$ hartree. In that model, suppressing it costs no more than this, while the bare formula could still diverge. The $2s3s$ configuration, with $|v|=0.077$ hartree, is a different case. It should be brought into the active space by making $3s$ active, so that its mixing with $2p^2$ is found by diagonalization. The gaps and couplings must then be examined again, because the reference, the orbital energies and the external space have all changed. The numerical output lists the gaps alongside the energies for this reason.

## Values computed for the example and the checks

```
Be, STO-6G + s(zeta); energies in hartree, zeta in bohr^-2
ISA parameter b = 0.02 hartree^2
Test: E2 from formula | from eigenvalue curvature
 zeta 0.03 bare   0.0418932 |   0.0418932
 zeta 0.03 ISA    0.0100140 |   0.0100140
 zeta 0.50 bare  -0.0083658 |  -0.0083658
 zeta 0.50 ISA   -0.0083332 |  -0.0083332
One-determinant limit -0.02617486, MP2 -0.02617486
Pole of 2s3s at zeta = 0.045779
Pole of 3s3s at zeta = 0.021737
At the 2s3s pole, upper 1S state:
 eps_1s =  -4.54664, occupation 2.00000
 eps_2s =  -0.00128, occupation 0.15236
 eps_2p =   0.15443, occupation 0.61588
 eps_3s =   0.28642, occupation 0.00000
 CAS energy = -14.087318
 E0_alpha = -8.808143
 |coupling| per 2s3s determinant = 0.054441
 summed squared coupling = 0.005928 hartree^2
 bare E2 without the 2s3s terms = -0.011148
 E2_ISA at the pole, b = 0.005: -0.010578
 E2_ISA at the pole, b = 0.010: -0.010068
 E2_ISA at the pole, b = 0.020: -0.009199
 E2_ISA at the pole, b = 0.040: -0.007884
2s3s pole, zeta 0.01% below | above:
 bare 225.514 | -225.536
 ISA  -0.009191 | -0.009206
3s3s pole, zeta 0.01% below | above:
 bare 49.388 | -49.330
 ISA  0.016394 | 0.016391
Path: zeta, gap(2s3s), gap(3s3s), E2, E2_ISA, FCI-CAS, overlap^2
 0.0183   0.1546   0.0443   0.05317   0.01721   0.01933 0.888
 0.0275   0.1030  -0.0712   0.02617   0.01202   0.02487 0.818
 0.0366   0.0518  -0.1804   0.09711   0.00401   0.03035 0.761
 0.0435   0.0131  -0.2609   0.43948  -0.00545   0.03542 0.718
 0.0453   0.0026  -0.2823   2.24450  -0.00844   0.03698 0.705
 0.0462  -0.0026  -0.2931  -2.26562  -0.00996   0.03780 0.698
 0.0481  -0.0132  -0.3146  -0.46070  -0.01298   0.03953 0.684
 0.0549  -0.0537  -0.3965  -0.12014  -0.02263   0.04724 0.622
 0.0732  -0.1733  -0.6339  -0.04055  -0.02721  -0.07015 0.605
 0.1144  -0.6488  -1.5569  -0.01003  -0.00978  -0.01296 0.981
Largest 1/(Delta+b/Delta) = 3.53553 hartree^-1 at Delta = 0.14142
Single term: Delta, relative error, b/Delta^2
 0.1 0.666667 2.000000
 0.5 0.074074 0.080000
 1.0 0.019608 0.020000
 2.0 0.004975 0.005000
Ground state at the same zeta (2s3s pole of the upper state):
 CAS energy -14.579400, smallest |Delta| 0.44074
 E2 = -0.0029083 (-0.07914 eV)
 E2_ISA = -0.0027748 (-0.07551 eV)
 relative error 0.04588, bound 0.09335
```
